# Why the order of adding pores and particles changes the effective permittivity: test program

```python
"""
Result under test: in differential effective-medium theory the final permittivity
of host + air pores + high-permittivity particles depends on the order of addition
even when the final volume fractions are equal. The curvature of the growth law is
  F = -18 p0^2 e^2 (e1-e2)(e1-e)(e2-e) / [(e1+2e)^2 (e2+2e)^2].
Symbols: e = current relative permittivity, e1 = pores, e2 = particles, h = host,
p, q = final fractions of pores and particles, p0 = current host fraction,
u1, u2 = added volume of pores and particles per unit host volume,
so p0 = 1/(1+u1+u2). F belongs to the plane of u1 and u2.
Order A = pores first, then particles. Order B = particles first, then pores.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.constants import epsilon_0, c as light_speed

HOST, AIR, PART = 3.0, 1.0, 25.0
P, Q = 0.30, 0.20


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def gain(ei, e):
    """Permittivity change per replaced volume fraction, spheres."""
    return 3 * e * (ei - e) / (ei + 2 * e)


def coat(core, shell, f):
    """Equivalent permittivity of a coated sphere with core fraction f."""
    return shell + 3 * f * shell * (core - shell) / (
        core + 2 * shell - f * (core - shell))


def stage(ei, m, f):
    """Closed result of adding one phase to medium m up to fraction f."""
    def residual(e):
        return (ei - e) - (ei - m) * (1 - f) * (e / m) ** (1 / 3)
    return brentq(residual, min(ei, m), max(ei, m), xtol=1e-14, rtol=1e-14)


def both_orders(e1, e2, h, p, q):
    a = stage(e2, stage(e1, h, p / (1 - q)), q)
    b = stage(e1, stage(e2, h, q / (1 - p)), p)
    return a, b


# ---- single-sphere response from the radial field equation -----------------
def coated_from_field(core, shell, f):
    """y = e*(dF/dlnr)/F for potential F(r)cos(theta); y(outer) = equivalent e."""
    opts = dict(method="DOP853", rtol=1e-12, atol=1e-13)
    inner = solve_ivp(lambda x, y: 2 * core - y - y * y / core,
                      (-12, 0), [2 * core], **opts).y[0, -1]
    return solve_ivp(lambda x, y: 2 * shell - y - y * y / shell,
                     (0, -np.log(f) / 3), [inner], **opts).y[0, -1]


for inclusion in (AIR, PART):
    assert abs(coated_from_field(inclusion, HOST, 0.3)
               / coat(inclusion, HOST, 0.3) - 1) < 1e-8
    tiny = 1e-4
    slope = (coated_from_field(inclusion, HOST, tiny) - HOST) / tiny
    assert abs(slope / gain(inclusion, HOST) - 1) < 1e-3  # error of order tiny

# ---- explicit build-up in small replacements, volumes tracked --------------
eps_A, eps_B = both_orders(AIR, PART, HOST, P, Q)


def build(stages, steps=20000):
    e, volume = HOST, [1.0, 0.0, 0.0]
    for phase, ei, f in stages:
        w = 1 - (1 - f) ** (1 / steps)
        for _ in range(steps):
            e = coat(ei, e, w)
            volume = [v * (1 - w) for v in volume]
            volume[phase] += w
    return e, volume


built_A, vol_A = build([(1, AIR, P / (1 - Q)), (2, PART, Q)])
built_B, vol_B = build([(2, PART, Q / (1 - P)), (1, AIR, P)])
for vol in (vol_A, vol_B):
    assert np.allclose(vol, [1 - P - Q, P, Q], atol=1e-9)
assert abs(built_A - eps_A) < 1e-3 and abs(built_B - eps_B) < 1e-3

# ---- growth law in the plane of added volumes per host volume --------------
SPHERES = (lambda e: gain(AIR, e), lambda e: gain(PART, e))
U1, U2 = P / (1 - P - Q), Q / (1 - P - Q)


def rate(e, u1, u2, d1, d2, gains=SPHERES):
    return (gains[0](e) * d1 + gains[1](e) * d2) / (1 + u1 + u2)


def follow(points, gains=SPHERES):
    e = HOST
    for (x0, y0), (x1, y1) in zip(points[:-1], points[1:]):
        dx, dy = x1 - x0, y1 - y0
        e = solve_ivp(lambda t, s: rate(s, x0 + t * dx, y0 + t * dy, dx, dy, gains),
                      (0, 1), [e], rtol=1e-10, atol=1e-12).y[0, -1]
    return e


PATH_A = [(0, 0), (U1, 0), (U1, U2)]
PATH_B = [(0, 0), (0, U2), (U1, U2)]
assert abs(follow(PATH_A) - eps_A) < 1e-7
assert abs(follow(PATH_B) - eps_B) < 1e-7
eps_together = follow([(0, 0), (U1, U2)])
assert eps_A < eps_together < eps_B
rng = np.random.default_rng(4)
for _ in range(20):
    xs = np.concatenate(([0], np.sort(rng.uniform(0, U1, 4)), [U1]))
    ys = np.concatenate(([0], np.sort(rng.uniform(0, U2, 4)), [U2]))
    assert eps_A < follow(list(zip(xs, ys))) < eps_B

# ---- curvature: definition against factored form ---------------------------
x, y, e, s1, s2 = sp.symbols("x y e s1 s2", positive=True)
G1, G2 = gain(s1, e), gain(s2, e)
B1, B2 = G1 / (1 + x + y), G2 / (1 + x + y)
curv_def = (sp.diff(B2, x) + B1 * sp.diff(B2, e)
            - sp.diff(B1, y) - B2 * sp.diff(B1, e))
curv_two = (G1 - G2 + G1 * sp.diff(G2, e) - G2 * sp.diff(G1, e)) / (1 + x + y)**2


def curvature(e1, e2, ee, p0):
    return (-18 * p0**2 * ee**2 * (e1 - e2) * (e1 - ee) * (e2 - ee)
            / ((e1 + 2 * ee)**2 * (e2 + 2 * ee)**2))


assert sp.cancel(sp.together(curv_def - curv_two)) == 0
assert sp.cancel(sp.together(curv_def - curvature(s1, s2, e, 1 / (1 + x + y)))) == 0
start = {s1: sp.Integer(1), s2: sp.Integer(25), e: sp.Integer(3)}
dilution_part = float((G1 - G2).subs(start))
medium_part = float((G1 * sp.diff(G2, e) - G2 * sp.diff(G1, e)).subs(start))


# ---- gap as swept area integral of the curvature ---------------------------
def rate_slope(ee, u1, u2, d1, d2):
    return rate(ee + 1e-20j, u1, u2, d1, d2).imag / 1e-20


def swept_gap():
    nodes, weights = np.polynomial.legendre.leggauss(10)
    total = 0.0
    for t, w in zip(U1 * (nodes + 1) / 2, U1 * weights / 2):
        opts = dict(rtol=1e-9, atol=1e-11)
        first = follow([(0, 0), (t, 0)])
        up = solve_ivp(lambda v, s: [
            rate(s[0], t, v, 0, 1),
            curvature(AIR, PART, s[0], 1 / (1 + t + v))
            + rate_slope(s[0], t, v, 0, 1) * s[1]], (0, U2), [first, 0.0], **opts)
        last = solve_ivp(lambda v, s: [
            rate(s[0], v, U2, 1, 0), rate_slope(s[0], v, U2, 1, 0) * s[1]],
            (t, U1), up.y[:, -1], **opts)
        total += w * last.y[1, -1]
    return total


area_gap = swept_gap()
assert abs(area_gap - (eps_A - eps_B)) < 1e-6

# ---- sign for host between the inclusions, and its possible reversal -------
for _ in range(300):
    h = rng.uniform(2, 6)
    low, high = h * rng.uniform(0.2, 0.9), h * rng.uniform(1.1, 20)
    a, b = both_orders(low, high, h, rng.uniform(0.05, 0.45), rng.uniform(0.05, 0.45))
    assert a < b
near = both_orders(3.015, 3.3, HOST, P, Q)
far = both_orders(3.15, 3.3, HOST, P, Q)
assert near[0] < near[1] and far[0] > far[1]

# ---- weak contrast, high precision -----------------------------------------
mp.mp.dps = 50


def stage_mp(ei, m, f):
    return mp.findroot(lambda v: (ei - v) - (ei - m) * (1 - f)
                       * mp.cbrt(v / m), m + f * (ei - m))


hm, pm, qm = mp.mpf(3), mp.mpf("0.3"), mp.mpf("0.2")
scale = mp.mpf("1e-4")
a, b = -mp.mpf("0.6") * scale, scale
wA = stage_mp(hm + b, stage_mp(hm + a, hm, pm / (1 - qm)), qm)
wB = stage_mp(hm + a, stage_mp(hm + b, hm, qm / (1 - pm)), pm)


def third_order_gap(a, b, h, p, q):
    return p * q * (a - b) / (9 * h**2) * (
        p * a**2 / (1 - q) + q * b**2 / (1 - p) - 2 * a * b)


weak_ratio = (wA - wB) / third_order_gap(a, b, hm, pm, qm)
assert abs(weak_ratio - 1) < 1e-3  # next order is smaller by about scale
mean = pm * a + qm * b
variance = pm * a**2 + qm * b**2 - mean**2
for value in (wA, wB):
    assert abs((value - hm - mean) / (-variance / (3 * hm)) - 1) < 1e-3
sA = stage_mp(hm + b, stage_mp(hm + a, hm, pm), qm)
sB = stage_mp(hm + a, stage_mp(hm + b, hm, qm), pm)
assert abs((sA - sB) / (pm * qm * (b - a)) - 1) < 1e-3


# ---- nested coated spheres: same fractions, other arrangement --------------
def nested(core, shell, h, f_core, f_shell):
    return coat(coat(core, shell, f_core / (f_core + f_shell)), h, f_core + f_shell)


def nested_gap(s):
    u, v = hm - mp.mpf("0.6") * s, hm + s
    return nested(u, v, hm, pm, qm) - nested(v, u, hm, qm, pm)


nested_power = mp.log10(nested_gap(mp.mpf("1e-3")) / nested_gap(mp.mpf("1e-4")))
assert abs(nested_power - 3) < 0.01
air_core = nested(AIR, PART, HOST, P, Q)
part_core = nested(PART, AIR, HOST, Q, P)


def hs_bound(ref):
    total = sum(f / (v + 2 * ref)
                for f, v in ((1 - P - Q, HOST), (P, AIR), (Q, PART)))
    return 1 / total - 2 * ref


hs_low, hs_high = hs_bound(AIR), hs_bound(PART)
for value in (eps_A, eps_B, air_core, part_core):
    assert hs_low - 1e-12 <= value <= hs_high + 1e-12

# ---- equal stage fractions: a comparison of different compositions ---------
same_A = stage(PART, stage(AIR, HOST, P), Q)
same_B = stage(AIR, stage(PART, HOST, Q), P)
assert (same_A - same_B) * (eps_A - eps_B) < 0

# ---- neglected effects for the example's own numbers -----------------------
WATER, WET = 78.0, 0.02
film_A, film_B = both_orders(coat(AIR, WATER, 1 - WET), PART, HOST, P, Q)
drop_A, drop_B = both_orders(coat(WATER, AIR, WET), PART, HOST, P, Q)

ASPECT = 2.0
ecc = np.sqrt(1 - 1 / ASPECT**2)
L_long = (1 - ecc**2) / ecc**2 * (np.arctanh(ecc) / ecc - 1)
L_all = (L_long, (1 - L_long) / 2, (1 - L_long) / 2)


def gain_long(e):
    return e * (PART - e) / 3 * sum(1 / (e + L * (PART - e)) for L in L_all)


long_A = follow(PATH_A, (SPHERES[0], gain_long))
long_B = follow(PATH_B, (SPHERES[0], gain_long))

SMALL, LARGE, SKIN, SKIN_EPS = 2.0, 20.0, 0.2, 10.0  # diameters, skin in nm
part_large = coat(PART, SKIN_EPS, (1 - 2 * SKIN / LARGE)**3)
part_small = coat(PART, SKIN_EPS, (1 - 2 * SKIN / SMALL)**3)
skin_A = both_orders(AIR, part_large, HOST, P, Q)[0]
skin_B = both_orders(AIR, part_small, HOST, P, Q)[1]

FIELD, THICK, FREQ, SIGMA = 1.0, 500.0, 10e9, 1e-12  # MV/cm, nm, Hz, S/cm
pore_field = FIELD * 3 * eps_B / (AIR + 2 * eps_B)
pore_volt = pore_field * 0.1 * LARGE
pole_field = FIELD * 3 * PART / (PART + 2 * eps_A)
size_par = 2 * np.pi * FREQ * np.sqrt(eps_B) * LARGE / 2 * 1e-9 / light_speed
relax = SIGMA * 100 / (2 * np.pi * epsilon_0 * (PART + 2 * eps_A))


def capacitance(value):
    return epsilon_0 * value / (THICK * 1e-9) * 1e5


print("Relative permittivities have no unit; A = pores first, B = particles first")
print(f"Host, air, particle permittivity: {HOST}, {AIR}, {PART}")
print(f"Final air, particle, host fraction: {P:.2f}, {Q:.2f}, {1-P-Q:.2f}")
print(f"Added air, particle volume per host volume: {U1:.2f}, {U2:.2f}")
show("A stage 1 air fraction", P / (1 - Q))
show("A after stage 1", stage(AIR, HOST, P / (1 - Q)))
show("A final permittivity", eps_A)
show("B stage 1 particle fraction", Q / (1 - P))
show("B after stage 1", stage(PART, HOST, Q / (1 - P)))
show("B final permittivity", eps_B)
show("Gap A-B", eps_A - eps_B)
show("Gap relative to B", 100 * (eps_A - eps_B) / eps_B, "%", ".2f")
show("Small-step build A", built_A)
show("Small-step build B", built_B)
show("Simultaneous addition, fixed ratio", eps_together)
print(f"Hashin-Shtrikman bounds: {hs_low:.4f}, {hs_high:.4f}")
show("Gain g1 of air in host", gain(AIR, HOST))
show("Gain g2 of particles in host", gain(PART, HOST))
show("Curvature at start, dilution part", dilution_part)
show("Curvature at start, surroundings part", medium_part)
show("Curvature at start, total", curvature(AIR, PART, HOST, 1.0))
show("Gap from swept area integral", area_gap)
print(f"Equal stage fractions {P:.2f}, {Q:.2f}: A {same_A:.4f}, B {same_B:.4f}")
print(f"  their air, particle: A {P*(1-Q):.2f}, {Q:.2f}; B {P:.2f}, {Q*(1-P):.2f}")
show("Weak contrast gap / third-order formula", float(weak_ratio), "", ".6f")
show("Third-order formula misused on example", third_order_gap(
    AIR - HOST, PART - HOST, HOST, P, Q))
show("Gap, inclusions 3.015 and 3.3", near[0] - near[1], "", ".3e")
show("Gap, inclusions 3.15 and 3.3", far[0] - far[1], "", ".3e")
show("Nested spheres, air core", air_core)
show("Nested spheres, particle core", part_core)
show("Nested gap, power of contrast", float(nested_power))
show("Film thickness", THICK, "nm", ".0f")
show("Capacitance A", capacitance(eps_A), "nF/cm2", ".3f")
show("Capacitance B", capacitance(eps_B), "nF/cm2", ".3f")
print(f"Water permittivity, share of pore volume: {WATER:.0f}, {WET:.2f}")
print(f"Water as wall film: A {film_A:.4f}, B {film_B:.4f}")
print(f"Water as droplets: A {drop_A:.4f}, B {drop_B:.4f}")
print(f"Particles of aspect ratio {ASPECT:.0f}: A {long_A:.4f}, B {long_B:.4f}")
print(f"Small, large inclusion diameter: {SMALL:.0f}, {LARGE:.0f} nm")
print(f"Particle skin: {SKIN} nm, permittivity {SKIN_EPS:.0f}")
print(f"Particle with skin, large, small: {part_large:.3f}, {part_small:.3f}")
print(f"With particle skin: A {skin_A:.4f}, B {skin_B:.4f}")
show("Applied field", FIELD, "MV/cm", ".2f")
show("Field in large pore, B", pore_field, "MV/cm", ".3f")
show("Voltage across large pore, B", pore_volt, "V", ".3f")
show("Field at particle pole, A", pole_field, "MV/cm", ".3f")
show("Signal frequency", FREQ / 1e9, "GHz", ".0f")
show("Wave number times large radius", size_par, "", ".2e")
show("Particle conductivity", SIGMA, "S/cm", ".0e")
show("Interfacial relaxation frequency", relax, "Hz", ".3f")
print("PASS")
```

Running it gives:

```
Relative permittivities have no unit; A = pores first, B = particles first
Host, air, particle permittivity: 3.0, 1.0, 25.0
Final air, particle, host fraction: 0.30, 0.20, 0.50
Added air, particle volume per host volume: 0.60, 0.40
A stage 1 air fraction: 0.3750
A after stage 1: 2.1120
A final permittivity: 3.4453
B stage 1 particle fraction: 0.2857
B after stage 1: 5.6239
B final permittivity: 3.8535
Gap A-B: -0.4082
Gap relative to B: -10.59 %
Small-step build A: 3.4453
Small-step build B: 3.8535
Simultaneous addition, fixed ratio: 3.6307
Hashin-Shtrikman bounds: 2.8214, 5.6081
Gain g1 of air in host: -2.5714
Gain g2 of particles in host: 6.3871
Curvature at start, dilution part: -8.9585
Curvature at start, surroundings part: 5.3256
Curvature at start, total: -3.6330
Gap from swept area integral: -0.4082
Equal stage fractions 0.30, 0.20: A 3.6757, B 3.2682
  their air, particle: A 0.24, 0.20; B 0.30, 0.14
Weak contrast gap / third-order formula: 0.999989
Third-order formula misused on example: -4.0495
Gap, inclusions 3.015 and 3.3: -3.164e-06
Gap, inclusions 3.15 and 3.3: 5.715e-06
Nested spheres, air core: 5.1023
Nested spheres, particle core: 2.8242
Nested gap, power of contrast: 2.9999
Film thickness: 500 nm
Capacitance A: 6.101 nF/cm2
Capacitance B: 6.824 nF/cm2
Water permittivity, share of pore volume: 78, 0.02
Water as wall film: A 4.1330, B 4.3414
Water as droplets: A 3.4895, B 3.8833
Particles of aspect ratio 2: A 3.5706, B 3.9530
Small, large inclusion diameter: 2, 20 nm
Particle skin: 0.2 nm, permittivity 10
Particle with skin, large, small: 23.715, 16.174
With particle skin: A 3.4201, B 3.4877
Applied field: 1.00 MV/cm
Field in large pore, B: 1.328 MV/cm
Voltage across large pore, B: 2.655 V
Field at particle pole, A: 2.352 MV/cm
Signal frequency: 10 GHz
Wave number times large radius: 4.11e-06
Particle conductivity: 1e-12 S/cm
Interfacial relaxation frequency: 0.056 Hz
PASS
```
